**Stationary points and the Morse relation for two coupled torsions**

The program studies $V=A(\cos a+\cos b)+B\cos(a+b)+C\cos(a-b)$, where $a$ and $b$ are torsion angles and $A$, $B$, $C$ are energies. It asserts that many-start Newton searches find the same points as the closed-form list, for the worked parameters and six other sets, with curvatures confirmed by finite differences of the energy. In every set, minima minus saddles plus maxima is zero. For the worked set there are 2 minima, 4 saddles and 2 maxima. The output also shows that 69 incomplete lists, counting the empty one, have zero sum, so the relation is necessary but not sufficient for completeness. A cell-exclusion test with derivative bounds confirms separately that no point is missing, up to rounding error. Grid connectivity brackets the barrier of 0.1183 eV between the minima, and an explicit path reproduces its height. The program further asserts that a closed curve of stationary points appears at $A^2=4BC$ for the chosen $B$ and $C$.

## Program and output

```python
"""Stationary points of a two-torsion energy on the torus.

V(a,b) = A(cos a + cos b) + B cos(a+b) + C cos(a-b); a, b are torsions in rad,
A, B, C are energies in eV.  Half sum s=(a+b)/2, half difference d=(a-b)/2.
Result under test: away from A^2=4B^2, A^2=4C^2, A^2=4BC the closed-form list of
stationary points is complete and minima - saddles + maxima = 0.
The relation is necessary, not sufficient, for a complete list.
"""
import numpy as np
from scipy.constants import physical_constants
from scipy.optimize import brentq
from scipy.sparse import coo_matrix
from scipy.sparse.csgraph import connected_components

PI = np.pi


def energy(a, b, par):
    A, B, C = par
    return A*(np.cos(a)+np.cos(b)) + B*np.cos(a+b) + C*np.cos(a-b)


def gradient(a, b, par):
    A, B, C = par
    plus, minus = B*np.sin(a+b), C*np.sin(a-b)
    return -A*np.sin(a)-plus-minus, -A*np.sin(b)-plus+minus


def hessian(a, b, par):
    A, B, C = par
    plus, minus = B*np.cos(a+b), C*np.cos(a-b)
    return -A*np.cos(a)-plus-minus, -A*np.cos(b)-plus-minus, minus-plus


def distance(p, q):
    diff = (np.asarray(p)-np.asarray(q)+PI) % (2*PI) - PI
    return np.sqrt(np.sum(diff**2, axis=-1))


def newton_search(par, n=36):
    """Step-limited Newton searches from an n by n grid of starts."""
    t = 0.0371 + 2*PI*np.arange(n)/n
    a, b = [m.ravel() for m in np.meshgrid(t, t+0.0193, indexing="ij")]
    for _ in range(100):
        ga, gb = gradient(a, b, par)
        haa, hbb, hab = hessian(a, b, par)
        det = haa*hbb-hab**2
        det = np.where(np.abs(det) < 1e-14, 1e-14, det)
        da, db = -(hbb*ga-hab*gb)/det, -(haa*gb-hab*ga)/det
        scale = np.minimum(1.0, 0.4/np.maximum(np.hypot(da, db), 1e-30))
        a, b = (a+scale*da) % (2*PI), (b+scale*db) % (2*PI)
    good = np.hypot(*gradient(a, b, par)) < 1e-12
    found = []
    for point in np.column_stack([a[good], b[good]]):
        if not found or np.min(distance(np.array(found), point)) > 1e-5:
            found.append(point)
    return np.array(found)


def closed_form(par):
    """Rows: label, a, b, energy, V_ss, V_dd, V_sd."""
    A, B, C = par
    rows = [("(0,0)", 0., 0., 2*A+B+C, -2*A-4*B, -2*A-4*C, 0.),
            ("(pi,pi)", PI, PI, -2*A+B+C, 2*A-4*B, 2*A-4*C, 0.),
            ("(pi,0)", PI, 0., -B-C, 4*B, 4*C, 2*A),
            ("(0,pi)", 0., PI, -B-C, 4*B, 4*C, -2*A)]
    if abs(A) < 2*abs(C):
        t = np.arccos(-A/(2*C))
        for u in (t, -t):
            rows.append(("b=-a", u, -u, B-C-A*A/(2*C),
                         (A*A-4*B*C)/C, (4*C*C-A*A)/C, 0.))
    if abs(A) < 2*abs(B):
        t = np.arccos(-A/(2*B))
        for u in (t, -t):
            rows.append(("b=a", u, u, C-B-A*A/(2*B),
                         (4*B*B-A*A)/B, (A*A-4*B*C)/B, 0.))
    return rows


def difference_curvatures(point, par, h=1e-3):
    """Second derivatives in s and d from energies alone."""
    s, d = (point[0]+point[1])/2, (point[0]-point[1])/2

    def f(i, j):
        return energy(s+i*h+d+j*h, s+i*h-d-j*h, par)
    vss = (f(1, 0)-2*f(0, 0)+f(-1, 0))/h**2
    vdd = (f(0, 1)-2*f(0, 0)+f(0, -1))/h**2
    vsd = (f(1, 1)-f(1, -1)-f(-1, 1)+f(-1, -1))/(4*h*h)
    return np.array([vss, vdd, vsd])


def morse_index(curv):
    return int(np.sum(np.linalg.eigvalsh([[curv[0], curv[2]],
                                          [curv[2], curv[1]]]) < 0))


def count(indices):
    return [list(indices).count(k) for k in range(3)]


def alternating(n):
    return n[0]-n[1]+n[2]


def verify_list(par):
    found, rows = newton_search(par), closed_form(par)
    assert len(found) == len(rows), (par, len(found), len(rows))
    indices = []
    for row in rows:
        gaps = distance(found, row[1:3])
        k = np.argmin(gaps)
        assert gaps[k] < 1e-8
        assert abs(energy(*found[k], par)-row[3]) < 1e-12
        curv = difference_curvatures(found[k], par)
        assert np.allclose(curv, row[4:7], atol=3e-6, rtol=0)
        indices.append(morse_index(curv))
    assert alternating(count(indices)) == 0
    return rows, indices


def winding(a, b, par):
    ga, gb = gradient(a, b, par)
    angle = np.unwrap(np.arctan2(gb, ga))
    turns = (angle[-1]-angle[0])/(2*PI)
    assert abs(turns-round(turns)) < 1e-8
    return int(round(turns))


par = (0.10, 0.08, 0.12)
A, B, C = par
print(f"Parameters: A = {A:.2f} eV, B = {B:.2f} eV, C = {C:.2f} eV")

# Analytic gradient and Hessian against differences of lower derivatives.
a0, b0, h = 0.7, 2.1, 1e-5
g_num = [(energy(a0+h, b0, par)-energy(a0-h, b0, par))/(2*h),
         (energy(a0, b0+h, par)-energy(a0, b0-h, par))/(2*h)]
assert np.allclose(g_num, gradient(a0, b0, par), atol=1e-9)
ga_p, gb_p = gradient(a0+h, b0, par)
ga_m, gb_m = gradient(a0-h, b0, par)
haa, hbb, hab = hessian(a0, b0, par)
assert np.allclose([(ga_p-ga_m)/(2*h), (gb_p-gb_m)/(2*h)], [haa, hab], atol=1e-9)
hbb_num = (gradient(a0, b0+h, par)[1]-gradient(a0, b0-h, par)[1])/(2*h)
assert abs(hbb_num-hbb) < 1e-9
# The linear change from (a,b) to (s,d) multiplies the determinant by four.
c0 = difference_curvatures((a0, b0), par)
assert abs(c0[0]*c0[1]-c0[2]**2-4*(haa*hbb-hab**2)) < 1e-5

rows, indices = verify_list(par)
points = np.array([row[1:3] for row in rows])
names = ["minimum", "saddle", "maximum"]
print("Stationary points: a, b (deg); V (eV); Vss, Vdd, Vsd (eV/rad^2)")
for row, k in zip(rows, indices):
    a_deg, b_deg = np.degrees(np.array(row[1:3]) % (2*PI))
    print(f"{row[0]:8s}{a_deg:7.2f}{b_deg:8.2f}{row[3]:9.4f}"
          f"{row[4]:9.4f}{row[5]:9.4f}{row[6]:8.4f} {names[k]}")
n = count(indices)
print(f"Minima, saddles, maxima: {n}; alternating sum: {alternating(n)}")

# Local winding of the gradient versus the sign of the Hessian determinant.
t = np.linspace(0, 2*PI, 2001)
signs = np.array([(-1)**k for k in indices])
for point, sign in zip(points, signs):
    assert winding(point[0]+0.05*np.cos(t), point[1]+0.05*np.sin(t), par) == sign

# Four cells tile the torus; each winding must equal the signs inside.
total_winding = 0
u, one = np.linspace(0, PI, 2001), np.ones(2001)
for left in (-PI/2, PI/2):
    for low in (-PI/2, PI/2):
        loop_a = np.concatenate([left+u, (left+PI)*one, left+u[::-1], left*one])
        loop_b = np.concatenate([low*one, low+u, (low+PI)*one, low+u[::-1]])
        w = winding(loop_a, loop_b, par)
        inside = (((points[:, 0]-left) % (2*PI) < PI)
                  & ((points[:, 1]-low) % (2*PI) < PI))
        assert w == np.sum(signs[inside])
        total_winding += w
        print(f"Cell from a = {np.degrees(left):.0f} deg, b = {np.degrees(low):.0f} deg,"
              f" side 180 deg: winding {w}, points {np.sum(inside)}")
assert total_winding == 0
print(f"Sum of the four windings: {total_winding}")


def line_search(slope, offset):
    """Stationary points of V restricted to b = slope*a + offset."""
    def f(x):
        ga, gb = gradient(x, slope*x+offset, par)
        return ga+slope*gb
    grid = 0.00217+np.linspace(0, 2*PI, 722)
    val = f(grid)
    roots = [brentq(f, grid[i], grid[i+1], xtol=1e-14)
             for i in range(721) if val[i]*val[i+1] < 0]
    return np.array([[x, slope*x+offset] for x in roots])


seen = set()
for slope, label in ((1, "b=a"), (-1, "b=-a")):
    line = line_search(slope, 0.0)
    assert np.max(np.hypot(*gradient(line[:, 0], line[:, 1], par))) < 1e-12
    hits = [int(np.argmin(distance(points, p))) for p in line]
    assert all(distance(points[k], p) < 1e-8 for k, p in zip(hits, line))
    seen.update(hits)
    nl = count([indices[k] for k in hits])
    assert alternating(nl) == 0 and nl[0] == 0
    print(f"Search on {label}: min, saddle, max = {nl}; sum {alternating(nl)}")
nu = count([indices[k] for k in seen])
assert alternating(nu) == -2
print(f"Both lines together: min, saddle, max = {nu}; sum {alternating(nu)}")
off = line_search(1, 0.5)
residual = np.max(np.hypot(*gradient(off[:, 0], off[:, 1], par)))
assert residual > 0.01
print(f"Line b=a+0.5 rad (no mirror): largest residual gradient {residual:.4f} eV/rad")

# Which incomplete lists pass the alternating-sum test?
swap = [int(np.argmin(distance(points, p[::-1]))) for p in points]
invert = [int(np.argmin(distance(points, -p))) for p in points]
zero_sum = with_extrema = symmetric = 0
for mask in range(2**len(points)-1):
    chosen = {k for k in range(len(points)) if mask >> k & 1}
    m = count([indices[k] for k in chosen])
    if alternating(m) == 0:
        zero_sum += 1
        if m[0] > 0 and m[2] > 0:
            with_extrema += 1
            symmetric += ({swap[k] for k in chosen} == chosen
                          and {invert[k] for k in chosen} == chosen)
assert with_extrema > 0
print(f"Incomplete lists (empty one included): {2**len(points)-1}")
print(f"  with zero sum: {zero_sum}")
print(f"  also with a minimum and a maximum: {with_extrema}")
print(f"  also closed under exchange and inversion: {symmetric}")

# Exclusion test: slope bounds empty most cells, curvature bounds the rest.
cells = 1000
half = PI/cells
centre = (2*np.arange(cells)+1)*half
ca, cb = np.meshgrid(centre, centre, indexing="ij")
ga, gb = gradient(ca, cb, par)
bound = half*(A+2*(B+C))
keep = (np.abs(ga) <= bound) & (np.abs(gb) <= bound)
survivors = np.column_stack([ca[keep], cb[keep]])
nearest = np.min([distance(survivors, p) for p in points], axis=0)
radius = np.max(nearest)+half*np.sqrt(2)
eig_min = min(np.min(np.abs(np.linalg.eigvalsh([[q[0], q[2]], [q[2], q[1]]])))
              for q in (hessian(*p, par) for p in points))
third = A+2**1.5*(B+C)
assert radius*third < eig_min
print(f"Exclusion: {cells**2} cells, half-width {half:.5f} rad, {len(survivors)} survive")
print(f"  gradient bound {bound:.5f} eV/rad; largest distance r = {radius:.4f} rad")
print(f"  third-derivative bound {third:.4f} eV/rad^3; product with r {radius*third:.4f} eV/rad^2")
print(f"  smallest |Hessian eigenvalue| in (a,b): {eig_min:.4f} eV/rad^2")

# Barrier from connectivity of the region below a chosen energy.
barrier = (4*B*C-A*A)/(2*max(B, C))
size = 240
grid = 2*PI*np.arange(size)/size
surface = energy(grid[:, None], grid[None, :], par)
number = np.arange(size**2).reshape(size, size)


def minima_connected(level):
    low = surface < level
    start, end = [], []
    for axis in (0, 1):
        both = low & np.roll(low, -1, axis=axis)
        start.append(number[both])
        end.append(np.roll(number, -1, axis=axis)[both])
    i, j = np.concatenate(start), np.concatenate(end)
    graph = coo_matrix((np.ones(len(i)), (i, j)), shape=(size**2, size**2))
    label = connected_components(graph, directed=False)[1]
    return label[number[size//2, 0]] == label[number[0, size//2]]


margin = 0.002
assert not minima_connected(-B-C+barrier-margin)
assert minima_connected(-B-C+barrier+margin)
s_path = np.linspace(PI/2, -PI/2, 2001)
d_path = np.arccos(-A/(2*C)*np.cos(s_path))
path_top = np.max(energy(s_path+d_path, s_path-d_path, par))+B+C
assert abs(path_top-barrier) < 1e-10
hartree = physical_constants["Hartree energy in eV"][0]
print(f"Barrier between minima: {barrier:.5f} eV = {barrier/hartree:.6f} hartree")
print(f"Grid connectivity brackets the barrier within +/- {margin:.3f} eV")

print("Other parameters (eV): minima, saddles, maxima; alternating sum")
for other in ((0.18, 0.08, 0.12), (0.22, 0.08, 0.12), (0.30, 0.08, 0.12),
              (0.10, 0.08, -0.12), (-0.10, -0.08, -0.12), (0.10, 0.03, 0.0)):
    m = count(verify_list(other)[1])
    print(f"  A={other[0]:.2f}, B={other[1]:.2f}, C={other[2]:.2f}: {m}; {alternating(m)}")

# At A^2 = 4BC a whole closed curve is stationary.
A_flat = 2*np.sqrt(B*C)
d_flat = np.arccos(-A_flat/(2*C)*np.cos(t))
flat = np.max(np.hypot(*gradient(t+d_flat, t-d_flat, (A_flat, B, C))))
assert flat < 1e-12
# The same construction is not stationary at the worked value of A.
d_test = np.arccos(-A/(2*C)*np.cos(t))
assert np.max(np.hypot(*gradient(t+d_test, t-d_test, par))) > 0.01
print(f"Stationary curve at A = {A_flat:.5f} eV: gradient below 1e-12 eV/rad")
print("all tests passed")
```

Printed output:

```
Parameters: A = 0.10 eV, B = 0.08 eV, C = 0.12 eV
Stationary points: a, b (deg); V (eV); Vss, Vdd, Vsd (eV/rad^2)
(0,0)      0.00    0.00   0.4000  -0.5200  -0.6800  0.0000 maximum
(pi,pi)  180.00  180.00  -0.0000  -0.1200  -0.2800  0.0000 maximum
(pi,0)   180.00    0.00  -0.2000   0.3200   0.4800  0.2000 minimum
(0,pi)     0.00  180.00  -0.2000   0.3200   0.4800 -0.2000 minimum
b=-a     114.62  245.38  -0.0817  -0.2367   0.3967  0.0000 saddle
b=-a     245.38  114.62  -0.0817  -0.2367   0.3967  0.0000 saddle
b=a      128.68  128.68  -0.0225   0.1950  -0.3550  0.0000 saddle
b=a      231.32  231.32  -0.0225   0.1950  -0.3550  0.0000 saddle
Minima, saddles, maxima: [2, 4, 2]; alternating sum: 0
Cell from a = -90 deg, b = -90 deg, side 180 deg: winding 1, points 1
Cell from a = -90 deg, b = 90 deg, side 180 deg: winding 1, points 1
Cell from a = 90 deg, b = -90 deg, side 180 deg: winding 1, points 1
Cell from a = 90 deg, b = 90 deg, side 180 deg: winding -3, points 5
Sum of the four windings: 0
Search on b=a: min, saddle, max = [0, 2, 2]; sum 0
Search on b=-a: min, saddle, max = [0, 2, 2]; sum 0
Both lines together: min, saddle, max = [0, 4, 2]; sum -2
Line b=a+0.5 rad (no mirror): largest residual gradient 0.1163 eV/rad
Incomplete lists (empty one included): 255
  with zero sum: 69
  also with a minimum and a maximum: 40
  also closed under exchange and inversion: 0
Exclusion: 1000000 cells, half-width 0.00314 rad, 104 survive
  gradient bound 0.00157 eV/rad; largest distance r = 0.0355 rad
  third-derivative bound 0.6657 eV/rad^3; product with r 0.0237 eV/rad^2
  smallest |Hessian eigenvalue| in (a,b): 0.0600 eV/rad^2
Barrier between minima: 0.11833 eV = 0.004349 hartree
Grid connectivity brackets the barrier within +/- 0.002 eV
Other parameters (eV): minima, saddles, maxima; alternating sum
  A=0.18, B=0.08, C=0.12: [2, 3, 1]; 0
  A=0.22, B=0.08, C=0.12: [2, 3, 1]; 0
  A=0.30, B=0.08, C=0.12: [1, 2, 1]; 0
  A=0.10, B=0.08, C=-0.12: [2, 4, 2]; 0
  A=-0.10, B=-0.08, C=-0.12: [2, 4, 2]; 0
  A=0.10, B=0.03, C=0.00: [1, 2, 1]; 0
Stationary curve at A = 0.19596 eV: gradient below 1e-12 eV/rad
all tests passed
```
